# Free-molecular coagulation of oppositely charged spheres: the Coulomb enhancement factor, part 1

(Sections cited here and not found follow in the second part.)

## 1. The bare Coulomb rate

### One energy, one grazing orbit

Hold one sphere fixed and send another towards it from far away with kinetic energy \(E\). Let \(d\) be the sum of the two radii, so that the spheres touch when their centres are a distance \(d\) apart. Let the attraction be such that the pair gains kinetic energy equal to \(E\) by the time of contact. The kinetic energy has then doubled, and the speed has risen from \(v\) to \(\sqrt2\,v\).

Without attraction, the moving sphere hits if its impact parameter \(b\), the distance by which its initial straight line would miss the fixed centre, is at most \(d\). With attraction, the limiting orbit grazes the target: at contact its velocity is perpendicular to the line of centres. The force is central, so angular momentum is conserved. Equating its initial and contact values gives

\[
m v b=m(\sqrt2\,v)d,\qquad b^2=2d^2 .
\]

The target area \(\pi b^2\) has doubled. Energy conservation supplied the speed at contact, and angular-momentum conservation turned that speed into an impact parameter. One point has been assumed: that an orbit able to graze at contact is not turned back farther out. This must be proved, and for some attractions it is false.

The doubling is the case \(C/d=E\) of the factor \(1+C/(dE)\) derived below, where \(C/d\) is the contact attraction. A gas contains all energies, and the thermal average replaces \(E\) by \(kT\).

### Statement and conventions

Two spheres have radii \(a_1,a_2\), masses \(m_1,m_2\) and charges \(q_1,q_2\) of opposite sign. Define

\[
d=a_1+a_2,\qquad \mu=\frac{m_1m_2}{m_1+m_2},\qquad
C=\frac{|q_1q_2|}{4\pi\varepsilon_0},\qquad R=\frac{C}{d\,kT}.
\]

The potential energy at centre distance \(r\) is \(U(r)=-C/r\), with zero at infinite separation. Thus \(C\) and \(R\) are positive, and \(R\) is the contact attraction in units of \(kT\). In Hartree atomic units \(C=|Z_1Z_2|\) for charge numbers \(Z_1,Z_2\). The example uses eV and nm, which suit aerosol particles.

The rate constant \(K\) is defined by the number of contacts per volume and time, \(Kn_1n_2\), for two distinct populations of number densities \(n_1\) and \(n_2\). The result is

\[
K=\pi d^2\sqrt{\frac{8kT}{\pi\mu}}\;(1+R).
\]

Four assumptions enter: the velocities far apart are Maxwellian at one temperature \(T\); gas molecules do not disturb the encounter; the bare Coulomb energy acts down to contact; and every contact sticks. The word free-molecular refers to the second assumption. It requires more than a gas mean free path larger than the particles, because the Coulomb force can reach much farther than \(d\).

### Reduction to relative motion

Let \(\mathbf r=\mathbf r_1-\mathbf r_2\), and let \(\mathbf F\) be the force on sphere 1. Newton's third law gives

\[
\ddot{\mathbf r}=\frac{\mathbf F}{m_1}-\frac{-\mathbf F}{m_2}
=\left(\frac1{m_1}+\frac1{m_2}\right)\mathbf F=\frac{\mathbf F}{\mu}.
\]

The relative motion is therefore that of one particle of mass \(\mu\) in the potential \(U(r)\).

The velocity distribution must be reduced in the same way. With \(M=m_1+m_2\), centre-of-mass velocity \(\mathbf V\) and relative velocity \(\mathbf v\),

\[
\mathbf v_1=\mathbf V+\frac{m_2}{M}\mathbf v,\qquad
\mathbf v_2=\mathbf V-\frac{m_1}{M}\mathbf v .
\]

In \(m_1v_1^2+m_2v_2^2\) the cross terms are \(2(m_1m_2/M)\mathbf V\cdot\mathbf v\) and its negative, so they cancel. The terms in \(v^2\) have the coefficient

\[
\frac{m_1m_2^2+m_2m_1^2}{M^2}=\frac{m_1m_2}{M}=\mu .
\]

Hence \(m_1v_1^2+m_2v_2^2=MV^2+\mu v^2\). For each Cartesian component the determinant of the change of variables is \(-m_1/M-m_2/M=-1\), so volumes in velocity space are unchanged. The product of the two Maxwellians thus factorises, and integrating over \(\mathbf V\) leaves

\[
f(\mathbf v)=\left(\frac{\mu}{2\pi kT}\right)^{3/2}
\exp\left(-\frac{\mu v^2}{2kT}\right).
\]

### The critical impact parameter

Far apart, the relative energy and angular momentum are

\[
E=\tfrac12\mu v^2,\qquad L=\mu vb,
\qquad\text{so}\qquad \frac{L^2}{2\mu}=\frac{\mu v^2b^2}{2}=Eb^2.
\]

At distance \(r\), the tangential speed is \(L/(\mu r)\), and its kinetic energy is \(L^2/(2\mu r^2)=Eb^2/r^2\). Energy conservation then reads

\[
\tfrac12\mu\dot r^2=E+\frac Cr-\frac{Eb^2}{r^2}.
\]

The left side cannot be negative. Multiplication by \(r^2>0\) gives the condition for an orbit to reach \(r\):

\[
Eb^2\le G(r),\qquad G(r)=Er^2+Cr .
\]

To reach contact from infinity, the pair must satisfy this inequality at every \(r\ge d\), so the smallest value of \(G\) in that range decides. Since

\[
G'(r)=2Er+C>0,
\]

the smallest value is at \(r=d\). There is no outer centrifugal barrier that stops a pair otherwise able to touch. The largest successful impact parameter \(b_c\) obeys \(Eb_c^2=Ed^2+Cd\), and division by \(E\) gives

\[
b_c^2=d^2\left(1+\frac{C}{dE}\right),\qquad
\sigma(E)=\pi b_c^2=\pi d^2\left(1+\frac{C}{dE}\right).
\]

For fast pairs, \(E\gg C/d\), the cross-section returns to the geometric value \(\pi d^2\). For slow pairs it grows as \(\pi dC/E\). This growth does not make the thermal rate diverge, because slow pairs are few and carry little flux.

### The thermal average

Pairs of relative speed \(v\) contribute \(v\sigma\) to the rate constant. Integrating over directions gives

\[
K=\int_0^\infty f(v)\,v\,\sigma\,4\pi v^2\,dv .
\]

Set \(x=E/kT=\mu v^2/(2kT)\). Then

\[
v=\left(\frac{2kT}{\mu}\right)^{1/2}x^{1/2},\qquad
dv=\left(\frac{2kT}{\mu}\right)^{1/2}\frac{dx}{2x^{1/2}},
\]

\[
4\pi v^3dv=4\pi\left(\frac{2kT}{\mu}\right)^2x^{3/2}\frac{dx}{2x^{1/2}}
=2\pi\left(\frac{2kT}{\mu}\right)^2x\,dx .
\]

The prefactor of \(f\) is \(\pi^{-3/2}(\mu/2kT)^{3/2}\). The product of the constants is

\[
\frac{2}{\sqrt\pi}\left(\frac{2kT}{\mu}\right)^{1/2}
=\sqrt{\frac{8kT}{\pi\mu}}\equiv\bar v,
\]

the mean relative speed. Therefore

\[
K=\bar v\int_0^\infty x e^{-x}\sigma(x)\,dx .
\]

For neutral hard spheres \(\sigma=\pi d^2\), and \(\int_0^\infty xe^{-x}dx=1\) gives \(K_0=\pi d^2\bar v\). For opposite charges \(C/(dE)=R/x\), so

\[
\frac{K}{K_0}=\int_0^\infty xe^{-x}\left(1+\frac Rx\right)dx
=\int_0^\infty xe^{-x}dx+R\int_0^\infty e^{-x}dx=1+R .
\]

The factor \(x\) in the flux cancels the \(1/x\) in the cross-section, which is why the answer is finite and linear in \(R\). The thermal factor equals the cross-section ratio at \(E=kT\). Inserting the mean relative energy \(3kT/2\) into \(\sigma\) would instead give \(1+2R/3\), which is not the thermal result.

### Why the factor is not a Boltzmann exponential

In full thermal equilibrium the density of pairs at contact would be raised by \(e^R\). The coagulation factor is much smaller when \(R\) is large, and a count of orbits at the contact surface shows why.

Let \(y\) be the kinetic energy at contact divided by \(kT\). The inward flux through the surface is weighted by \(ye^{-y}\), by the same change of variables as above; the direction factor is common to all speeds. A pair that came from infinity has \(E\ge0\), hence \(y\ge R\). The share of the equilibrium flux with this property is

\[
\int_R^\infty ye^{-y}dy=\left[-(y+1)e^{-y}\right]_R^\infty=(1+R)e^{-R}.
\]

Conversely, every inward orbit at contact with \(E>0\) did come from infinity. Followed backwards in time, it moves outwards; \(G(r)-Eb^2\) is nonnegative at contact and increases with \(r\), so the orbit meets no turning point. Collisionless motion also conserves phase-space density along an orbit. The unbound orbits therefore have their equilibrium population, and the total factor is

\[
e^R\,(1+R)e^{-R}=1+R .
\]

The remaining equilibrium flux belongs to bound orbits. A pair approaching from infinity without collisions cannot enter them, because its energy stays positive. Gas collisions can fill them, which is one reason why the formula is tied to the free-molecular regime.

### Like charges

The formula must not be continued to repulsion by changing the sign of \(R\). For \(U=+C/r\), contact requires \(E>C/d\). The function to be minimised is \(Er^2-Cr\), with derivative \(2Er-C\). At \(r\ge d\) and \(E>C/d\) this derivative exceeds \(2C-C=C>0\), so contact again decides. The cross-section is \(\pi d^2(1-R/x)\) for \(x>R\) and zero below, whence

\[
\frac{K_{\rm like}}{K_0}=\int_R^\infty(x-R)e^{-x}dx
=e^{-R}\int_0^\infty se^{-s}ds=e^{-R},
\]

with \(s=x-R\). Attraction gives a linear factor and repulsion an exponential one.

### Numbers for a nanometre pair

Take two equal model particles of radius 2.0 nm and density 2.0 g/cm³, with charges \(+e\) and \(-e\), at 900 K. Then \(d=4.0\) nm, \(C=1.44\) eV nm and \(kT=0.07756\) eV, so

\[
\frac Cd=\frac{1.44}{4.0}\ \text{eV}=0.360\ \text{eV},\qquad
R=\frac{0.360}{0.07756}=4.64,\qquad 1+R=5.64 .
\]

Each particle has mass \(6.70\times10^{-23}\) kg, and \(\mu=3.35\times10^{-23}\) kg. The mean relative speed is 30.7 m/s. The geometric cross-section is \(\pi d^2=50.3\) nm², and at \(E=kT\) the charged one is \(50.3\times5.64=284\) nm². The rate constants are

\[
K_0=1.54\times10^{-9}\ \text{cm}^3/\text{s},\qquad
K=5.64\,K_0=8.71\times10^{-9}\ \text{cm}^3/\text{s}.
\]

If each sign has density \(n_0=10^9\) cm⁻³ and only contacts of opposite charges are counted, then \(dn/dt=-Kn^2\). Division by \(n^2\) and integration give \(1/n=1/n_0+Kt\). Each density has halved at \(t=1/(Kn_0)=0.115\) s.

For like charges of the same size the factor would be \(1/103.7\), or about 0.01. At contact, full equilibrium for the attracting pair would give a factor of 103.7; the unbound share of that flux is 0.0544, and their product is 5.64.

The critical impact parameter can also be found directly from Newton's equation, without using the conservation laws. Orbits were started at a distance of \(10^4d\) with parallel velocity and varied until they grazed. At \(E/kT=0.2636\) this gave \(b_c/d=4.3139\), against 4.3141 from the formula. At \(E/kT=12.64\) both gave 1.1693. A five-point thermal quadrature over such orbits gave 5.6412, against 5.6417. The difference has a definite source: at the starting distance the pair already has potential energy \(-10^{-4}R\,kT\), so its energy referred to infinity is slightly too low. Repeating the grazing condition with this shift lowers the thermal factor by \(10^{-4}R=0.0005\).

### Dependence on temperature and size

At fixed \(d\) and \(\mu\), the rate constant varies as

\[
K\propto T^{1/2}\left(1+\frac{C}{dkT}\right)
=T^{1/2}+\frac{C}{dk}T^{-1/2}.
\]

Its derivative is \(\tfrac12T^{-1/2}(1-R)\). Heating therefore lowers the rate while \(R>1\) and raises it when \(R<1\). In the example \(R=4.64\), so the attractive channel slows on heating, although the particles move faster.

For equal spheres of fixed density and charge, \(\mu\propto d^3\). Then \(K_0\propto d^2d^{-3/2}=d^{1/2}\), while \(R\propto1/d\), so \(K\) is the sum of a term in \(d^{1/2}\) and one in \(d^{-1/2}\). By the same differentiation, the minimum lies at \(R=1\), which means \(d=C/kT\). At 900 K with single charges this distance is 18.6 nm. Below it, smaller pairs of opposite charge coagulate faster in this model.

## 2. Other forces, and the limits of use

### What is carried over

The pair has contact distance \(d\), reduced mass \(\mu\), Coulomb coefficient \(C\), and contact attraction \(R=C/(dkT)\) in thermal units. Its energy far apart is \(E=xkT\), and its impact parameter is \(b\). The neutral hard-sphere rate constant is \(K_0=\pi d^2\bar v\), where \(\bar v\) is the mean relative speed. For the bare Coulomb attraction \(K/K_0=1+R\). In the example both radii are \(a=2.0\) nm, \(T=900\) K, \(R=4.64\) and \(1+R=5.64\). These settings are held fixed below while other interactions and processes are added, singly or in combination.

### A general attraction

Let \(U(r)\le0\) be any central attraction that vanishes at infinity, and write \(w(r)=-U(r)/kT\ge0\). The argument for the Coulomb orbit now gives

\[
Eb^2\le r^2[E-U(r)]\quad\text{for every }r\ge d .
\]

Division by \(E=xkT\) yields the critical value

\[
b_c^2=\frac1x\min_{r\ge d}\,r^2[x+w(r)] .
\]

The flux weight \(xe^{-x}\) cancels the factor \(1/x\), so

\[
\frac K{K_0}=\int_0^\infty e^{-x}
\min_{r\ge d}\left\{\frac{r^2}{d^2}[x+w(r)]\right\}dx .
\]

The minimum cannot exceed the value at contact. Since \(\int_0^\infty e^{-x}[x+w(d)]dx=1+w(d)\), it follows that

\[
\frac K{K_0}\le1+\frac{|U(d)|}{kT}.
\]

The contact energy gives an upper bound, and it gives the rate itself if contact is the minimum for all \(x>0\). This is so precisely when \(r^2|U(r)|\ge d^2|U(d)|\) for every \(r\ge d\). The condition suffices because \(r^2x\ge d^2x\). It is needed because, as \(x\to0\), only the \(w\) term remains: a violation at some distance would lower the minimum for a whole range of small \(x\). The Coulomb energy passes, since \(r^2|U|=Cr\) increases. An attraction that falls faster than \(1/r^2\) just outside contact fails.

For numerical use, the minimum should be sought on a grid refined towards \(r=d\), for example with logarithmic spacing in \(r/d-1\). If \(U\) diverges at contact, the grid starts just outside.

For the bare Coulomb attraction the rate is \(1+R\) times that of neutral hard spheres; for a general central attraction the contact energy gives only an upper bound, and the rate follows from a minimum over all distances. It remains to apply this to polarisation and van der Waals forces, and to examine electron transfer, screening, gas collisions and use in a reactor model.

All numerical values are calculated from the stated model.
